# Lucovsky's Photoionization Cross Section for a Zero-Range Deep Centre

An electron in a semiconductor is bound to a deep centre with energy $E_i>0$ below the edge of a band, which is taken first to be isotropic and parabolic with effective mass $m$. Light of angular frequency $\omega$ lifts it into that band. The photoionization cross section $\sigma(\omega)$ is the transition rate of one bound electron divided by the photon flux. Hartree atomic units are used in the derivation, so that $\hbar=e=m_e=1$ and the speed of light is $1/\alpha$, with $\alpha$ the fine-structure constant. The photon energy is then $\omega$, and the excess energy is $\varepsilon=\omega-E_i$. The host has a real refractive index $n$, taken as constant. The bound level is full, the band is empty, and the light is treated in the electric-dipole approximation.

The model makes three physical assumptions. The bound state is an s state built from the band into which the electron is lifted. The binding potential has a range much shorter than the extent of the bound state, and the centre is neutral once the electron has left, so that no Coulomb force acts on the outgoing electron. The result to be derived is

$$\sigma(\omega)=\frac{16\pi\alpha}{3nm}\,\frac{E_i^{1/2}(\omega-E_i)^{3/2}}{\omega^3},\qquad \omega>E_i. \tag{1}$$

The three-halves power alone describes the rise just above threshold. The factor $\omega^{-3}$ bends the curve over and produces a maximum at $\omega=2E_i$.

Away from the origin the bound electron is free, and its wave function obeys $-\nabla^2\psi_0/(2m)=-E_i\psi_0$. For an s state write $\psi_0=u(r)/r$. Then $u''=\kappa^2u$ with $\kappa^2=2mE_i$, and the decaying solution is $u=Ne^{-\kappa r}$. Normalization requires

$$4\pi N^2\int_0^\infty e^{-2\kappa r}\,dr=\frac{2\pi N^2}{\kappa}=1,\qquad \psi_0=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}{r}. \tag{2}$$

The zero-range potential is represented by a boundary condition: every s-wave function $u$ has $u'(0)/u(0)=-\kappa$, whatever its energy. A bound state $e^{-\lambda r}$ can meet this only with $\lambda=\kappa$, so there is a single bound state. Waves of higher angular momentum vanish at the origin and do not feel the potential.

A continuum state therefore consists of a plane wave plus a scattered s wave. The s part of $e^{i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)$, so the full s wave has $u=\sin(kr)/k+fe^{ikr}$. At the origin $u=f$ and $u'=1+ikf$. The boundary condition gives $1+ikf=-\kappa f$, or

$$f=-\frac{1}{\kappa+ik},\qquad \tan\delta_0=-\frac{k}{\kappa}. \tag{3}$$

The second relation follows from writing the same wave as $u\propto\sin(kr+\delta_0)$, for which $u'(0)/u(0)=k\cot\delta_0=-\kappa$. The state with an incoming scattered wave, which is the proper final state of an emission process, has the complex conjugate of $f$. The scattering is strong: at $k=\kappa$ the phase shift is $-45^\circ$. It nevertheless has no influence on the absorption. The dipole operator $z$ is odd, so its matrix element between the s-type bound state and the s-type scattered wave is zero. Within the zero-range model, replacing the final state by a plane wave is thus no further approximation for dipole absorption.

The matrix element follows from the Fourier transform of the bound state. After the angular integration,

$$\phi(k)=\int e^{-i\mathbf k\cdot\mathbf r}\psi_0\,d^3r
=\frac{4\pi N}{k}\int_0^\infty e^{-\kappa r}\sin(kr)\,dr=\frac{4\pi N}{k^2+\kappa^2}, \tag{4}$$

because the last integral equals $k/(k^2+\kappa^2)$. A factor $z$ under the integral is produced by $i\,\partial/\partial k_z$, hence

$$\langle\mathbf k|z|0\rangle=i\frac{\partial\phi}{\partial k_z}
=-\frac{8\pi iNk_z}{(k^2+\kappa^2)^2},\qquad
|\langle\mathbf k|z|0\rangle|^2=\frac{32\pi\kappa k_z^2}{(k^2+\kappa^2)^4}. \tag{5}$$

The numerical factor is $64\pi^2N^2=32\pi\kappa$.

Let the light have the electric field $F\cos\omega t$ along $z$ at the centre. The perturbation $Fz\cos\omega t$ has an absorbing part of amplitude $Fz/2$, and the golden rule gives the rate

$$W=2\pi\frac{F^2}{4}S,\qquad
S=\int\frac{d^3k}{(2\pi)^3}\,|\langle\mathbf k|z|0\rangle|^2\,
\delta\!\left(\omega-E_i-\frac{k^2}{2m}\right). \tag{6}$$

The mean energy flux in the medium is $nF^2/(8\pi\alpha)$, and the photon flux is this divided by $\omega$. The quotient of rate and photon flux is

$$\sigma=\frac{\pi F^2S}{2}\,\frac{8\pi\alpha\omega}{nF^2}=\frac{4\pi^2\alpha\omega}{n}S. \tag{7}$$

Here the field at the centre has been set equal to the macroscopic field. If their ratio is $g$, the cross section gains a factor $g^2$.

The angular integral of $k_z^2$ is $4\pi k^2/3$. The delta function contributes $m/k$, since the derivative of $k^2/2m$ is $k/m$. Therefore

$$S=\frac{1}{8\pi^3}\,32\pi\kappa\,\frac{4\pi}{3}\,\frac{k^4}{(k^2+\kappa^2)^4}\,\frac mk
=\frac{16m\kappa k^3}{3\pi(k^2+\kappa^2)^4}. \tag{8}$$

Energy conservation gives $k^2=2m\varepsilon$ and thus $k^2+\kappa^2=2m\omega$. Inserting this in (7),

$$\sigma=\frac{64\pi\alpha m\omega\kappa k^3}{3n(2m\omega)^4}
=\frac{4\pi\alpha\kappa k^3}{3nm^3\omega^3}. \tag{9}$$

Finally $\kappa k^3=(2m)^2E_i^{1/2}\varepsilon^{3/2}$, and (9) becomes (1). In ordinary units the right side of (1) is multiplied by $\hbar^2$, with $\omega$ replaced by $\hbar\omega$.

The origin of each power can now be read off. The outgoing electron is in a p wave, whose amplitude near the centre is proportional to $k$ at small $k$. Squaring gives $k^2$, and the density of states supplies another $k$. The product $k^3$ is the three-halves power of the excess energy. In the remaining dependence, $\omega\cdot\omega^{-4}$, the first factor comes from the photon flux. The second comes from the squared derivative of the bound state's momentum amplitude $\phi$, after its factor $k^2$ has been taken out.

The local exponent, defined as the logarithmic slope against excess energy, is

$$\frac{d\ln\sigma}{d\ln\varepsilon}=\frac32-\frac{3\varepsilon}{E_i+\varepsilon}. \tag{10}$$

It equals $3/2$ only in the limit $\varepsilon\to0$. At $\varepsilon=0.1E_i$ it has fallen to 1.23, and at $\varepsilon=0.5E_i$ to 0.50. It is positive for $\varepsilon<E_i$ and negative for $\varepsilon>E_i$, so there is one maximum, at $\omega=2E_i$. There the kinetic energy equals the binding energy and $k=\kappa$. The height is

$$\sigma_{\max}=\frac{16\pi\alpha}{3nm}\,\frac{E_i^2}{8E_i^3}
=\frac{2\pi\alpha}{3nmE_i}=\frac{4\pi\alpha}{3n\kappa^2}. \tag{11}$$

The last form uses $E_i=\kappa^2/2m$: the maximum scales with the square of the decay length $1/\kappa$. Far above threshold $\sigma$ falls as $\omega^{-3/2}$.

The absolute magnitude can be understood from the area under the curve. With $\omega=E_ix$ all powers of $E_i$ cancel. The substitution $x=1+\tan^2\theta$ then gives

$$\int_{E_i}^\infty\sigma\,d\omega=\frac{16\pi\alpha}{3nm}\int_1^\infty\frac{(x-1)^{3/2}}{x^3}\,dx
=\frac{16\pi\alpha}{3nm}\,2\int_0^{\pi/2}\sin^4\theta\,d\theta=\frac{2\pi^2\alpha}{nm}, \tag{12}$$

since the sine integral is $3\pi/16$. This is the area for a classical charge of mass $m$ on a damped spring. With resonance frequency $\omega_0$ and damping rate $\gamma$, its absorbed power divided by the energy flux is

$$\sigma_{\rm cl}=\frac{4\pi\alpha}{nm}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{4\pi\alpha}{nm}\,\frac{\gamma}{t^2+\gamma^2},\qquad t=\omega-\frac{\omega_0^2}{\omega}. \tag{13}$$

The replacement $\omega\to\omega_0^2/\omega$ changes $t$ to $-t$ and leaves the last fraction unchanged. Averaging the integral with its transformed copy turns $d\omega$ into $\tfrac12(1+\omega_0^2/\omega^2)\,d\omega=\tfrac12\,dt$. The frequency integral of the fraction is therefore $\pi/2$, and the area is again $2\pi^2\alpha/(nm)$. In the quantum model the ionizing continuum carries this entire strength, because there is no second bound state to take a share.

A real potential has a finite radius. Consider a spherical square well of radius $R$, with its depth adjusted to keep the binding energy fixed. For small $\kappa R$ the bound function outside is $u=Be^{-\kappa r}$, while inside it is close to a quarter period of a sine with edge value $B$. The two regions contribute $B^2(1/2\kappa-R)$ and $B^2R/2$ to the norm, to first order in $R$. Hence

$$B^2\simeq2\kappa(1+\kappa R). \tag{14}$$

The outer tail is enhanced because the well interior holds less probability than the zero-range function would have there. The p wave is disturbed only at order $R^3$, so the cross section is larger than (1) by the relative amount $\kappa R$ at leading order, as long as $kR$ is also small. The area under the curve keeps the value (12) while the well has no bound p state, so this excess is compensated at high photon energies, where $kR$ exceeds about one and the cross section falls below (1). Joining the bound s wave and the continuum p wave at the well edge, and integrating the dipole element by Gauss–Legendre quadrature at $\omega=2E_i$, gives an excess of 0.10% for $\kappa R=0.001$ and 0.20% for $\kappa R=0.002$. In the smaller well the s phase shift is $-45.03^\circ$, while the p phase shift is about $4\times10^{-9}$ degrees.

Many semiconductors have ellipsoidal band minima, with kinetic energy $T(\mathbf k)=\sum_jk_j^2/(2m_j)$, where $\mathbf k$ is measured from the minimum. A contact potential acting on any function produces a constant in momentum space, so the bound state is $\phi=A/[E_i+T(\mathbf k)]$. For light polarized along axis $j$, the dipole element is governed by

$$\frac{\partial\phi}{\partial k_j}=-\frac{A\,k_j/m_j}{(E_i+T)^2}
=-\frac{1}{\sqrt{m_j}}\,\frac{A\,q_j}{(E_i+q^2/2)^2},\qquad k_j=\sqrt{m_j}\,q_j. \tag{15}$$

In the variables $q_j$ the energy is isotropic with unit mass. The volume factor $\sqrt{m_1m_2m_3}$ occurs both in the norm and in the sum over final states and cancels. What remains is the cross section for unit mass multiplied by $1/m_j$, which is (1) with $m=m_j$. Suppose now that the bound state is shared equally among the equivalent valleys of a cubic crystal, and that the light does not transfer electrons between valleys. The average over valleys replaces the inverse mass by

$$\frac1m=\frac13\left(\frac1{m_l}+\frac2{m_t}\right), \tag{16}$$

where $m_l$ and $m_t$ are the longitudinal and transverse masses. Within this model anisotropy changes the scale of the cross section but not its spectral shape.

The gold acceptor in silicon offers a suitable charge state: a negative gold centre emits an electron into the conduction band and is left neutral. The s symmetry of the bound state is assumed here. From a p-type bound state the electron could leave in an s wave, and the cross section would then start as $(\omega-E_i)^{1/2}$. Rough typical parameters are $E_i=0.55$ eV, $n=3.45$, $m_l=0.916$ and $m_t=0.191$. Equation (16) gives $1/m=(1.092+10.471)/3=3.854$, so $m=0.2595$. With $E_i=0.020212$ hartree,

$$\kappa=\sqrt{2(0.2595)(0.020212)}=0.1024\ \text{bohr}^{-1},$$

and the decay length of an isotropic bound state with this averaged mass is 0.517 nm. In an ellipsoidal valley the decay length along axis $j$ is instead $1/\sqrt{2m_jE_i}$, which is 0.28 nm in the longitudinal and 0.60 nm in the transverse direction. Equation (11) then gives $\sigma_{\max}=0.845$ bohr$^2$, or $2.37\times10^{-17}$ cm$^2$, at 1.10 eV.

Dividing (1) by (11) gives a convenient form for other photon energies. At 0.65 eV, with energies in eV,

$$\frac{\sigma}{\sigma_{\max}}=\frac{8(E_i\varepsilon)^{3/2}}{\omega^3}
=\frac{8(0.55\times0.10)^{3/2}}{0.65^3}=0.376,$$

so $\sigma=8.9\times10^{-18}$ cm$^2$. At 0.60, 0.70 and 0.80 eV the values are $4.0\times10^{-18}$, $1.31\times10^{-17}$ and $1.89\times10^{-17}$ cm$^2$. For a chosen flux of $10^{16}$ photons per cm$^2$ and second at 0.65 eV, the optical emission rate is 0.089 s$^{-1}$, which corresponds to a time constant of 11 s if no other process changes the occupation. At room temperature this condition fails for a level of this depth: with an assumed electron capture cross section of $10^{-16}$ cm$^2$, thermal emission proceeds at some tens per second, so the sample has to be cooled. Light of 0.65 eV can also refill the level from the valence band, which lies about 0.57 eV below it for a gap of 1.12 eV.

The factor $\omega^{-3}$ also matters when a binding energy is extracted from a spectrum. Equation (1) implies

$$\sigma^{2/3}\omega^2\propto\omega-E_i, \tag{17}$$

so this weighted quantity is a straight line in the photon energy. The unweighted $\sigma^{2/3}$ is proportional to $(x-1)/x^2$ with $x=\omega/E_i$. Its second derivative is $2(x-3)/x^4$, which is negative for $x<3$. For a fit window on the rising side, $x<2$, the fitted line continues above this concave curve at energies below the window, and so reaches zero below the true threshold. For eleven equally spaced model values between 0.57 and 0.67 eV, a least-squares line through $\sigma^{2/3}$ gives 0.534 eV. The weighted line returns 0.550 eV. The unweighted plot is thus 16 meV too low for this window.

For silicon the parameters above lie outside the regime that the model assumes, so the absolute cross sections illustrate the formula and are not predictions. The binding potential is not short-ranged compared with the bound state: about 60% of the zero-range state's probability lies within one bond length of the centre. The bound state is also too compact for the valleys to be treated as separate. Its longitudinal decay constant is 0.19 bohr$^{-1}$, about twice the distance of 0.092 bohr$^{-1}$ from the band minimum to the zone boundary at X, and about 36% of its norm in momentum space lies beyond that boundary. Of the effects on the absolute scale estimated here, the local field is the most uncertain. The full Lorentz correction would multiply the cross section by $[(n^2+2)/3]^2=21.5$. That correction describes a compact polarizable object in a cubic medium, whereas about 40% of this bound state's probability lies more than one bond length from the centre, so the factor serves as a measure of the uncertainty and not as a recommended correction. A finite range matters too. For a square well with a radius of one silicon bond, 0.235 nm from a lattice constant of 0.543 nm, $\kappa R=0.455$. For an isotropic band with the same $E_i$ and averaged mass $m$, the numerical well calculation raises the maximum by a factor of 1.66 and moves it to 1.115 eV. The threshold exponent remains $3/2$, since the outgoing wave is still an uncharged p wave.

The band structure also limits the energy range in which each valley can be considered alone. The conduction minima lie at roughly 0.85 of the distance from the zone centre to the boundary point X. A longitudinal parabola starting at a minimum reaches X at an excess energy of

$$\frac{1}{2m_l}\left(0.15\,\frac{2\pi}{a}\right)^2=0.125\ \text{eV},$$

where $a$ is the lattice constant. There it meets the parabola of the opposite valley, displaced by a reciprocal lattice vector, and the two valleys are no longer separate. The predicted maximum requires an excess of 0.55 eV, far beyond this point. It also lies only 0.02 eV below the rough room-temperature gap of 1.12 eV. Because this gap is indirect, host absorption assisted by the uptake of a phonon begins somewhat below it and can overlap the predicted maximum. The maximum at $2E_i$ is therefore a property of the model and not a dependable prediction for gold in silicon. In the threshold region, up to about 0.1 eV of excess energy, the parabolic description of the final states is more defensible. The bound state still contains momenta beyond X, so the absolute scale remains uncertain there too.

Even a smooth departure from a parabola shifts the maximum. Take the isotropic relation $T(1+bT)=k^2/2m$ with a rough value $b=0.5$ eV$^{-1}$. From $\phi\propto1/(E_i+T)$, the squared dipole element is proportional to $(dT/dk)^2/\omega^4$, and the density of states to $k^2/(dT/dk)$. With the factor $\omega$ from (7),

$$\sigma\propto\frac{k^2}{\omega^3}\frac{dT}{dk}. \tag{18}$$

Numerical maximization places the peak at 1.077 eV, with $E_i$ and $m$ unchanged. The height cannot be obtained in this way. At large $k$ the energy $T$ grows only linearly, so the normalization integral $\int k^2\,dk/(E_i+T)^2$ diverges, and a finite range is needed to define the state.

Lattice vibrations blur the threshold. They can be sized with one vibrational mode of energy $\Omega$, whose equilibrium position shifts on ionization. Let $W_p$ be the thermal probability that the transition creates $p$ net quanta, and let the Huang–Rhys factor $s$ be the mean of $p$. If $E_i$ denotes the vertical transition energy, the threshold without net phonon creation is $E_i-s\Omega$, and the electron receives $\varepsilon_p=\omega-E_i+(s-p)\Omega$. Keeping the electronic dipole element independent of the lattice coordinate gives

$$\sigma_T(\omega)=\omega\sum_{p:\,\varepsilon_p>0}W_p\,\frac{\sigma(E_i+\varepsilon_p)}{E_i+\varepsilon_p}. \tag{19}$$

The division by $E_i+\varepsilon_p$ removes the photon factor in (7) belonging to the unbroadened transition, and the prefactor restores the actual one. The $W_p$ were computed from the squared overlaps of displaced oscillator states, averaged over the thermal populations of the initial levels. For assumed values $s=0.5$ and $\Omega=0.05$ eV, the rms width is 35 meV at 77 K and 41 meV at 300 K. The cross section at $\omega=E_i$ is then no longer zero but 3.9% and 4.6% of the unbroadened maximum. Over the same fit window, the weighted line gives 0.541 and 0.539 eV. These comparisons hold $E_i$ fixed, although a real level and band edge also move with temperature. In this example and for this window, phonons thus lower the fitted vertical energy by about 10 meV even when the correct weighting is used. The bias is not a fixed correction, because it depends on the window: for eleven equally spaced values between 0.65 and 0.80 eV, the same fit gives an energy 2 to 3 meV too high.

The condition of a neutral final centre is essential to the threshold law. If a positive charge remains, the electron is attracted by the potential $-1/(\epsilon_rr)$, where $\epsilon_r$ is the relative permittivity. For a p wave the centrifugal energy is $1/(mr^2)$. At zero excess energy the attraction outweighs it beyond $r=\epsilon_r/m$, whereas without the attraction the centrifugal barrier would extend to infinity. The wave then has to penetrate only a barrier of finite width, so the amplitude of the energy-normalized p wave near the centre stays finite, and the cross section starts with a step. To show the size of this effect, the free p wave was replaced by a Coulomb p wave with $\epsilon_r=11.7$, while the zero-range bound state and all other parameters were kept. The logarithmic slope between excess energies of $0.001E_i$ and $0.002E_i$ is then 0.03 instead of $3/2$. At an excess of 0.1 eV the cross section is 1.85 times the neutral value. Equation (1) should therefore not be used to fit the threshold of a centre that becomes attractive on ionization.
